# Film thickness from a quartz resonator, with two calibration uncertainties: test program

```python
# Result under test: a quartz resonator whose frequency drops by F carries a film
# of thickness d = F/(S*rho), with relative standard uncertainty
#   u_d/d = sqrt(rS^2 + rR^2 + 2*r*rS*rR),   r = 0 for independent calibrations.
# S: mass sensitivity (Hz m^2/kg), rho: film density (kg/m^3),
# rS, rR: relative standard uncertainties of S and rho, r: their correlation.
# The linear law is tested by integrating the shear-wave equation through plate
# and film; the uncertainty by quadrature over the full nonlinear expression.
import numpy as np
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

f0 = 6.0e6            # bare resonance, Hz
F = 2000.0            # measured frequency decrease, Hz
S = 8.0e6             # supplied mass sensitivity, Hz m^2/kg
rho = 5000.0          # supplied film density, kg/m^3
rS, rR = 0.02, 0.03   # relative standard uncertainties


def thickness(drop, sensitivity, density):
    return drop / (sensitivity * density)


def relative_uncertainty(a, b, r=0.0):
    return np.sqrt(a**2 + b**2 + 2 * r * a * b)


areal_mass = F / S
d = thickness(F, S, rho)

# ---- Shear waves in a model plate with a film, both outer faces free ----
plate_density = 2500.0                    # kg/m^3
plate_mass = f0 / S                       # areal mass predicted from S, kg/m^2
h = plate_mass / plate_density            # plate thickness, m
plate_modulus = plate_density * (2 * h * f0)**2


def end_stress(ratio, film_d, film_modulus):
    """Scaled stress on the outer film face at frequency ratio*f0."""
    omega = 2 * np.pi * f0 * ratio
    state = np.array([1.0, 0.0])          # displacement, stress*h/plate_modulus
    layers = [(1.0, plate_density, plate_modulus)]
    if film_d > 0:
        layers.append((film_d / h, rho, film_modulus))
    for length, density, modulus in layers:
        c_u = plate_modulus / modulus
        c_s = -density * omega**2 * h**2 / plate_modulus
        sol = solve_ivp(lambda x, y: [c_u * y[1], c_s * y[0]], (0, length),
                        state, method="DOP853", rtol=1e-12, atol=1e-13)
        assert sol.success
        state = sol.y[:, -1]
    return state[1]


def resonance(film_d, film_modulus=3e10):
    return f0 * brentq(end_stress, 0.99, 1.001, args=(film_d, film_modulus),
                       xtol=1e-14, rtol=1e-14)


bare = resonance(0.0)
assert abs(bare / f0 - 1) < 1e-9
wave_drops = []
for modulus in (1e10, 1e11):              # soft and stiff film, Pa
    drop = bare - resonance(d, modulus)
    wave_drops.append(drop)
    reading_error = thickness(drop, S, rho) / d - 1
    # linear law holds, and reads low by the fraction drop/f0
    assert abs(reading_error) < 1e-3
    assert abs(reading_error / (-drop / f0) - 1) < 0.01
# stiffness of the film has no visible influence at this thickness
assert abs(wave_drops[0] / wave_drops[1] - 1) < 2e-6
linear_reading = thickness(wave_drops[1], S, rho)

# ---- Mean and spread of the full expression for normal input errors ----
nodes, weights = np.polynomial.hermite_e.hermegauss(24)
weights = weights / weights.sum()
z1, z2 = np.meshgrid(nodes, nodes, indexing="ij")
w2 = np.outer(weights, weights)


def full_statistics(a, b, r=0.0):
    s_values = S * (1 + a * z1)
    rho_values = rho * (1 + b * (r * z1 + np.sqrt(1 - r**2) * z2))
    values = thickness(F, s_values, rho_values)
    mean = np.sum(w2 * values)
    return mean, np.sqrt(np.sum(w2 * (values - mean)**2))


# tolerance 1.5 %: neglected terms are of second order in the input errors
for a, b, r in [(rS, 0, 0), (0, rR, 0), (rS, rR, 0), (rS, rR, -0.5),
                (rS, rR, 1), (rS, rR, -1)]:
    spread = full_statistics(a, b, r)[1]
    assert abs(spread / (d * relative_uncertainty(a, b, r)) - 1) < 0.015

mean_d, spread_d = full_statistics(rS, rR)
rel = relative_uncertainty(rS, rR)
u_d = d * rel
assert abs((mean_d / d - 1) / (rS**2 + rR**2) - 1) < 0.01
excess_full = spread_d / u_d - 1
excess_half = full_statistics(rS / 2, rR / 2)[1] / (u_d / 2) - 1
assert abs(excess_full / excess_half - 4) < 0.1

nm = 1e9
print(f"Bare frequency f0                    = {f0:.3e} Hz")
print(f"Frequency decrease F                 = {F:.1f} Hz")
print(f"Fractional decrease F/f0             = {F/f0:.3e}")
print(f"Mass sensitivity S                   = {S:.3e} Hz m^2/kg")
print(f"Standard uncertainty of S            = {rS*S:.3e} Hz m^2/kg")
print(f"Relative uncertainty of S            = {100*rS:.2f} %")
print(f"Film density rho                     = {rho:.1f} kg/m^3")
print(f"Standard uncertainty of rho          = {rR*rho:.1f} kg/m^3")
print(f"Relative uncertainty of rho          = {100*rR:.2f} %")
print(f"Product S*rho                        = {S*rho:.3e} Hz/m")
print(f"Film areal mass F/S                  = {areal_mass:.3e} kg/m^2")
print(f"Film thickness d                     = {d:.3e} m")
print(f"Film thickness d                     = {d*nm:.2f} nm")
print(f"Contribution of S to u_d             = {d*rS*nm:.3f} nm")
print(f"Contribution of rho to u_d           = {d*rR*nm:.3f} nm")
print(f"Combined relative uncertainty        = {100*rel:.3f} %")
print(f"Combined uncertainty u_d             = {u_d:.3e} m")
print(f"Combined uncertainty u_d             = {u_d*nm:.3f} nm")
print(f"Share of rho in the variance         = {100*rR**2/rel**2:.1f} %")
print(f"u_d for correlation r = +1           = "
      f"{d*relative_uncertainty(rS, rR, 1)*nm:.3f} nm")
print(f"u_d for correlation r = -1           = "
      f"{d*relative_uncertainty(rS, rR, -1)*nm:.3f} nm")
print(f"Thickness change for 1 Hz in F       = {thickness(1, S, rho)*nm:.4f} nm")
print(f"Model plate areal mass f0/S          = {plate_mass:.4f} kg/m^2")
print(f"Model plate density                  = {plate_density:.1f} kg/m^3")
print(f"Model plate thickness                = {h:.3e} m")
print(f"Wave equation: drop for film d       = {wave_drops[1]:.3f} Hz")
print(f"Linear formula applied to that drop  = {linear_reading*nm:.4f} nm")
print(f"Linear reading minus true thickness  = {(linear_reading-d)*nm:.4f} nm")
print(f"Full expression: mean thickness      = {mean_d*nm:.3f} nm")
print(f"Full expression: standard deviation  = {spread_d*nm:.3f} nm")
print(f"Spread excess over first order       = {100*excess_full:.3f} %")
print(f"Same, input uncertainties halved     = {100*excess_half:.3f} %")
print("PASS")
```

It prints:

```
Bare frequency f0                    = 6.000e+06 Hz
Frequency decrease F                 = 2000.0 Hz
Fractional decrease F/f0             = 3.333e-04
Mass sensitivity S                   = 8.000e+06 Hz m^2/kg
Standard uncertainty of S            = 1.600e+05 Hz m^2/kg
Relative uncertainty of S            = 2.00 %
Film density rho                     = 5000.0 kg/m^3
Standard uncertainty of rho          = 150.0 kg/m^3
Relative uncertainty of rho          = 3.00 %
Product S*rho                        = 4.000e+10 Hz/m
Film areal mass F/S                  = 2.500e-04 kg/m^2
Film thickness d                     = 5.000e-08 m
Film thickness d                     = 50.00 nm
Contribution of S to u_d             = 1.000 nm
Contribution of rho to u_d           = 1.500 nm
Combined relative uncertainty        = 3.606 %
Combined uncertainty u_d             = 1.803e-09 m
Combined uncertainty u_d             = 1.803 nm
Share of rho in the variance         = 69.2 %
u_d for correlation r = +1           = 2.500 nm
u_d for correlation r = -1           = 0.500 nm
Thickness change for 1 Hz in F       = 0.0250 nm
Model plate areal mass f0/S          = 0.7500 kg/m^2
Model plate density                  = 2500.0 kg/m^3
Model plate thickness                = 3.000e-04 m
Wave equation: drop for film d       = 1999.333 Hz
Linear formula applied to that drop  = 49.9833 nm
Linear reading minus true thickness  = -0.0167 nm
Full expression: mean thickness      = 50.065 nm
Full expression: standard deviation  = 1.809 nm
Spread excess over first order       = 0.370 %
Same, input uncertainties halved     = 0.092 %
PASS
```
